# Energy gain of a one-dimensional electron gas with G = 2k_F: test program

```python
"""Energy gain of a one-dimensional electron gas in the potential 2 V cos(G x), G = 2 kF.

Result under test (atomic units, spin 1/2, zero temperature, lower band full):
  gain per length = V^2/(pi vF) * B,
  B = w/(sqrt(w^2+V^2)+w) + arsinh(w/|V|),  w = 2 EF,
  B -> ln(4 EF/|V|) + 1/2 + V^2/(32 EF^2)   for |V| << EF,
so that the leading term is V^2 ln(EF/|V|)/(pi vF).
Symbols: kF Fermi wavenumber, vF = kF velocity, EF = kF^2/2 Fermi energy,
V matrix element between plane waves differing by G, q = G/2 - k distance from
the zone boundary, B the "bracket". Gain means free energy minus perturbed energy.
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANG = physical_constants["Bohr radius"][0] * 1e10
TWO_WAVES = (0, -1)
MANY_WAVES = tuple(range(-4, 5))


def levels(k, g, v, offsets):
    """Eigenvalues of the plane-wave matrix for waves k + offset*g, ascending."""
    k = np.atleast_1d(k)
    size = len(offsets)
    matrix = np.zeros((len(k), size, size))
    for i, m in enumerate(offsets):
        matrix[:, i, i] = 0.5 * (k + m * g) ** 2
        for j, n in enumerate(offsets):
            if abs(m - n) == 1:
                matrix[:, i, j] = v
    return np.linalg.eigvalsh(matrix)


def numeric_gain(k_edge, v, offsets, q_min=0.0, q_max=None):
    """Gain per length from diagonalization, integrated over q_min < q < q_max."""
    q_max = k_edge if q_max is None else q_max
    scale = abs(v) / k_edge
    inner = [scale * 2.0**m for m in range(40) if q_min < scale * 2.0**m < q_max]
    edges = [q_min] + inner + [q_max]
    nodes, weights = np.polynomial.legendre.leggauss(20)
    total = 0.0
    for left, right in zip(edges[:-1], edges[1:]):
        half = 0.5 * (right - left)
        k = k_edge - (left + half * (nodes + 1.0))
        lowest = levels(k, 2 * k_edge, v, offsets)[:, 0]
        total += half * np.sum(weights * (0.5 * k**2 - lowest))
    return 2.0 / np.pi * total


def closed_gain(kf, v):
    w = kf**2
    bracket = w / (np.sqrt(w**2 + v**2) + w) + np.arcsinh(w / abs(v))
    return v**2 / (np.pi * kf) * bracket


def precise_bracket(u):
    """Bracket for u = |V|/EF by high-precision integration of the gain per state."""
    points, p = [mp.mpf(0)], u
    while p < 2:
        points.append(p)
        p *= 10
    points.append(mp.mpf(2))
    integral = mp.quad(lambda x: mp.sqrt(x * x + u * u) - x, points, maxdegree=7)
    return 2 * integral / u**2


# Input of the worked example
ef_ev, v_ev = 4.0, 0.1
ef, v = ef_ev / HARTREE_EV, v_ev / HARTREE_EV
kf = np.sqrt(2 * ef)
g = 2 * kf
unit = v**2 / (np.pi * kf)

# Lower band formula against diagonalization
q = np.linspace(0, kf, 41)
band = 0.5 * (kf**2 + q**2) - np.sqrt((kf * q) ** 2 + v**2)
assert np.allclose(band, levels(kf - q, g, v, TWO_WAVES)[:, 0], rtol=0, atol=1e-13)

# Closed form against integrated eigenvalues, both signs and several strengths
for ratio in (0.5, -0.1, 0.025):
    numeric = numeric_gain(kf, ratio * ef, TWO_WAVES)
    assert abs(numeric / closed_gain(kf, ratio * ef) - 1) < 1e-8

# Finite ring: fill the lowest levels of both bands with two electrons each
cells = 4000
k_ring = (np.arange(cells // 2) + 0.5) * g / cells
length = cells * 2 * np.pi / g
pairs = levels(k_ring, g, v, TWO_WAVES)
free_pairs = levels(k_ring, g, 0.0, TWO_WAVES)
filled = np.sort(np.tile(pairs.ravel(), 2))[:cells]
free_filled = np.sort(np.tile(free_pairs.ravel(), 2))[:cells]
ring_gain = 2 * (free_filled.sum() - filled.sum()) / length
gap = pairs[:, 1].min() - pairs[:, 0].max()
assert abs(gap / (2 * v) - 1) < 1e-3
# the tolerance covers the finite spacing of the wavenumbers on the ring
assert abs(ring_gain / closed_gain(kf, v) - 1) < 1e-3

# Weak-coupling expansion and slow approach to the leading logarithm
mp.mp.dps = 80
table = []
for power in (1, 2, 4, 8, 30):
    u = mp.mpf(10) ** (-power)
    b = precise_bracket(u)
    table.append((power, float(b), float(mp.log(1 / u)), float(mp.log(1 / u) / b)))
    if power == 2:
        correction = float((b - mp.log(4 / u) - mp.mpf(1) / 2) / u**2)
        assert abs(correction * 32 - 1) < 1e-3
shares = [row[3] for row in table]
assert all(a < b < 1 for a, b in zip(shares[:-1], shares[1:]))
assert shares[-1] > 0.97

# Each decade of detuning well above |V| adds ln 10 to the bracket
weak = 0.0025 * ef
weak_unit = weak**2 / (np.pi * kf)
decade = numeric_gain(kf, weak, TWO_WAVES, 10 * weak / kf, 100 * weak / kf) / weak_unit
assert abs(decade - np.log(10)) < 3e-3

# Filling that stops short of the zone boundary leaves no logarithm of V
fraction = 0.8
partial = []
for ratio in (0.01, 0.001):
    strength = ratio * ef
    value = numeric_gain(kf, strength, TWO_WAVES, q_min=(1 - fraction) * kf)
    partial.append(value * np.pi * kf / strength**2)
partial_limit = np.log(1 / (1 - fraction))
assert all(abs(value - partial_limit) < 1e-3 for value in partial)

# Further plane waves add ln 2 to the bracket at weak coupling
many_weak = numeric_gain(kf, weak, MANY_WAVES) / weak_unit
extra = many_weak - closed_gain(kf, weak) / weak_unit
assert abs(extra - np.log(2)) < 1e-3
many_gain = numeric_gain(kf, v, MANY_WAVES)
assert abs(many_gain / unit - np.log(8 * ef / v) - 0.5) < 1e-2
fewer_gain = numeric_gain(kf, v, tuple(range(-3, 4)))
assert abs(many_gain / fewer_gain - 1) < 1e-6

# Worked example
to_ev_ang = HARTREE_EV / BOHR_ANG
leading = unit * np.log(ef / v)
two_wave = closed_gain(kf, v)
density = 2 * kf / np.pi
windows = [(0.0, v / kf), (v / kf, 10 * v / kf), (10 * v / kf, kf)]
parts = [numeric_gain(kf, v, TWO_WAVES, a, b) / unit for a, b in windows]

print(f"Fermi energy EF = {ef_ev:.3f} eV")
print(f"matrix element |V| = {v_ev:.3f} eV")
print(f"ratio |V|/EF = {v / ef:.4f}")
print(f"Fermi wavenumber kF = {kf / BOHR_ANG:.4f} 1/angstrom")
print(f"period pi/kF = {np.pi / kf * BOHR_ANG:.4f} angstrom")
print(f"hbar vF = {kf * HARTREE_EV * BOHR_ANG:.4f} eV angstrom")
print(f"electron density 2 kF/pi = {density / BOHR_ANG:.4f} 1/angstrom")
print(f"gap on the finite ring = {gap * HARTREE_EV:.4f} eV")
print(f"prefactor V^2/(pi hbar vF) = {unit * to_ev_ang:.4e} eV/angstrom")
print(f"ln(EF/|V|) = {np.log(ef / v):.4f}")
print(f"two-wave bracket, closed form = {two_wave / unit:.4f}")
print(f"ln(4 EF/|V|) + 1/2 = {np.log(4 * ef / v) + 0.5:.4f}")
print(f"many-wave bracket = {many_gain / unit:.4f}")
print(f"ln(8 EF/|V|) + 1/2 = {np.log(8 * ef / v) + 0.5:.4f}")
for name, value in (("leading", leading), ("two-wave", two_wave), ("many-wave", many_gain)):
    print(f"{name} gain = {value * to_ev_ang:.4e} eV/angstrom = {value:.4e} hartree/bohr")
print(f"finite-ring two-wave gain = {ring_gain * to_ev_ang:.4e} eV/angstrom")
print(f"leading / two-wave gain = {leading / two_wave:.4f}")
print(f"two-wave / many-wave gain = {two_wave / many_gain:.4f}")
print(f"two-wave gain per electron = {two_wave / density * HARTREE_EV:.4e} eV")
print("two-wave bracket by window of x = hbar vF q:")
for name, part in zip(("0 to |V|", "|V| to 10|V|", "10|V| to 2EF"), parts):
    print(f"  {name}: {part:.4f}")
print(f"decade 10|V| to 100|V| at |V|/EF = {weak / ef:.4f}: {decade:.4f}")
print(f"ln 10 = {np.log(10):.4f}")
print(f"filling to {fraction:.1f} G/2: bracket at |V| = 0.01 EF: {partial[0]:.4f}")
print(f"filling to {fraction:.1f} G/2: bracket at |V| = 0.001 EF: {partial[1]:.4f}")
print(f"its limit ln(1/(1-f)) = {partial_limit:.4f}")
print(f"extra bracket from further waves at |V|/EF = {weak / ef:.4f}: {extra:.4f}")
print(f"ln 2 = {np.log(2):.4f}")
print(f"coefficient of (V/EF)^2 in the bracket = {correction:.6f}, 1/32 = {1 / 32:.6f}")
print("|V|/EF, two-wave bracket, ln(EF/|V|), leading share:")
for power, b, log_term, share in table:
    print(f"  1e-{power:02d}  {b:.4f}  {log_term:.4f}  {share:.4f}")
print("finished without a failed check")
```

It prints:

```
Fermi energy EF = 4.000 eV
matrix element |V| = 0.100 eV
ratio |V|/EF = 0.0250
Fermi wavenumber kF = 1.0246 1/angstrom
period pi/kF = 3.0661 angstrom
hbar vF = 7.8077 eV angstrom
electron density 2 kF/pi = 0.6523 1/angstrom
gap on the finite ring = 0.2000 eV
prefactor V^2/(pi hbar vF) = 4.0769e-04 eV/angstrom
ln(EF/|V|) = 3.6889
two-wave bracket, closed form = 5.5752
ln(4 EF/|V|) + 1/2 = 5.5752
many-wave bracket = 6.2681
ln(8 EF/|V|) + 1/2 = 6.2683
leading gain = 1.5039e-03 eV/angstrom = 2.9246e-05 hartree/bohr
two-wave gain = 2.2729e-03 eV/angstrom = 4.4202e-05 hartree/bohr
many-wave gain = 2.5554e-03 eV/angstrom = 4.9696e-05 hartree/bohr
finite-ring two-wave gain = 2.2729e-03 eV/angstrom
leading / two-wave gain = 0.6617
two-wave / many-wave gain = 0.8895
two-wave gain per electron = 3.4845e-03 eV
two-wave bracket by window of x = hbar vF q:
  0 to |V|: 1.2956
  |V| to 10|V|: 2.2014
  10|V| to 2EF: 2.0782
decade 10|V| to 100|V| at |V|/EF = 0.0025: 2.3014
ln 10 = 2.3026
filling to 0.8 G/2: bracket at |V| = 0.01 EF: 1.6094
filling to 0.8 G/2: bracket at |V| = 0.001 EF: 1.6094
its limit ln(1/(1-f)) = 1.6094
extra bracket from further waves at |V|/EF = 0.0025: 0.6931
ln 2 = 0.6931
coefficient of (V/EF)^2 in the bracket = 0.031250, 1/32 = 0.031250
|V|/EF, two-wave bracket, ln(EF/|V|), leading share:
  1e-01  4.1892  2.3026  0.5496
  1e-02  6.4915  4.6052  0.7094
  1e-04  11.0966  9.2103  0.8300
  1e-08  20.3070  18.4207  0.9071
  1e-30  70.9638  69.0776  0.9734
finished without a failed check
```
